# Contrast of a sinusoidal line image after Gaussian blur

## Question

I am working on an exercise about secondary-electron blur in an EUV resist. The aerial image is a set of parallel lines and spaces. The electrons released by an absorbed photon cause chemistry some distance away from the absorption site, and the exercise describes this spread by a Gaussian with a standard deviation of 30 Å. I have to find what fraction of the image contrast is retained at a pitch of 260 Å and at a pitch of 160 Å.

My first idea was to compare the blur with the pitch and write the retained fraction as $\exp[-\sigma^2/(2p^2)]$. That gives almost no loss at either pitch, which looks suspicious, but I cannot say what is wrong with it. After all, 30 Å is well below even the half-pitch of 80 Å.

How does the blur width enter the contrast? And does the answer depend on details I have not been given, such as the shape of the image, the initial contrast, or what exactly is meant by the "width" of the blur?

## Answer

Your Gaussian has the right form but the wrong length in it. A sinusoid of pitch $p$ varies on the scale $p/2\pi$, not $p$. At 160 Å pitch that scale is about 25 Å, which is shorter than your blur. The derivation below shows where the $2\pi$ enters, and also which of the missing details matter.

### The image and the blur

Let $x$ run across the lines, and take the image

$$I(x)=I_0\,[1+C\cos(kx)],\qquad k=\frac{2\pi}{p},\qquad 0<C\le 1 .$$

The algebra is in atomic units, so lengths are in bohr. The result will depend on the ratio $\sigma/p$, so ångströms can be inserted directly at the end.

The sinusoidal shape is an assumption. It holds, for example, when two coherent plane waves interfere whose electric fields both point along the lines. With positive amplitudes $a$ and $b$,

$$\left|a\,e^{ikx/2}+b\,e^{-ikx/2}\right|^2=a^2+b^2+2ab\cos(kx),$$

which has the form above with $C=2ab/(a^2+b^2)$. The case of sharp bars is treated further down.

Contrast is defined as

$$K=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}} .$$

The cosine runs between $+1$ and $-1$, so $I_{\max}=I_0(1+C)$ and $I_{\min}=I_0(1-C)$. The difference is $2I_0C$, the sum is $2I_0$, and $K=C$.

Now the blur. A photon absorbed at $x-u$ can cause a chemical event at $x$. Let $G(u)$ be the probability density of the displacement $u$ along $x$. The mean density of events, in units where an unblurred image would reproduce $I(x)$, is

$$B(x)=\int_{-\infty}^{\infty}G(u)\,I(x-u)\,du,\qquad
G(u)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-u^2/2\sigma^2}.$$

This assumes that the response is linear in the absorbed dose and that the spread is the same everywhere, so the top and bottom surfaces of the film are ignored. Displacements along the lines do not matter, because the image does not change in that direction. The Gaussian is a model of the cascade, not a consequence of electron scattering theory. The electron energies do not appear explicitly; whatever they do is contained in $\sigma$.

### What the blur does to a cosine

Insert the image into the integral. Since $\int G\,du=1$, the constant term stays $I_0$:

$$B(x)=I_0\left[1+C\int_{-\infty}^{\infty}G(u)\cos(kx-ku)\,du\right].$$

Expand the cosine of the difference:

$$\cos(kx-ku)=\cos(kx)\cos(ku)+\sin(kx)\sin(ku).$$

The second term contributes $\sin(kx)\int G(u)\sin(ku)\,du$. Here $G$ is even and the sine is odd, so the integral vanishes. What remains is

$$B(x)=I_0\,[1+C\,J(k)\cos(kx)],\qquad J(k)=\int_{-\infty}^{\infty}G(u)\cos(ku)\,du .$$

The blurred image has the same pitch, the same mean and the same line positions. Its amplitude is multiplied by $J$, which is the average of $\cos(ku)$ over the displacements. This explains the role of $2\pi$: a displacement counts through the phase $ku=2\pi u/p$ it produces. A displacement of a quarter pitch already gives $\cos(ku)=0$, and a larger one, up to three quarters of a pitch, contributes negatively.

### Evaluating the average

Differentiate $J$ with respect to $k$:

$$\frac{dJ}{dk}=-\int_{-\infty}^{\infty}u\,G(u)\sin(ku)\,du .$$

The Gaussian satisfies $dG/du=-(u/\sigma^2)\,G$, so $u\,G=-\sigma^2\,dG/du$. The two minus signs cancel:

$$\frac{dJ}{dk}=\sigma^2\int_{-\infty}^{\infty}\frac{dG}{du}\sin(ku)\,du .$$

Integrate by parts:

$$\frac{dJ}{dk}=\sigma^2\Big[G(u)\sin(ku)\Big]_{-\infty}^{\infty}-\sigma^2k\int_{-\infty}^{\infty}G(u)\cos(ku)\,du=-\sigma^2k\,J .$$

The boundary term is zero because $G$ vanishes at both ends. To solve the equation, note that

$$\frac{d}{dk}\left(J\,e^{\sigma^2k^2/2}\right)=\left(\frac{dJ}{dk}+\sigma^2kJ\right)e^{\sigma^2k^2/2}=0 .$$

The product is therefore constant. At $k=0$ it equals $J(0)=\int G\,du=1$. Writing $M$ for the retained fraction,

$$M=J(k)=e^{-k^2\sigma^2/2}=\exp\left(-\frac{2\pi^2\sigma^2}{p^2}\right).$$

Because $M$ is positive, the extremes of the blurred image are $I_0(1\pm CM)$. Its contrast is $CM$, so the retained fraction is $CM/C=M$, whatever the initial contrast.

### The numbers

For $p=260$ Å:

$$k\sigma=\frac{2\pi\times30}{260}=0.7250,\qquad \frac{(k\sigma)^2}{2}=0.2628,\qquad M=e^{-0.2628}=0.769 .$$

For $p=160$ Å:

$$k\sigma=\frac{2\pi\times30}{160}=1.1781,\qquad \frac{(k\sigma)^2}{2}=0.6940,\qquad M=e^{-0.6940}=0.500 .$$

**The retained contrast is about 0.77 at 260 Å (26 nm) pitch and about 0.50 at 160 Å (16 nm) pitch.**

As an illustration, take $C=0.80$. At the larger pitch the blurred image runs between $1+0.80\times0.769=1.615$ and $0.385$ times the mean, so its contrast is 0.615. At the smaller pitch it runs between 1.400 and 0.600, with contrast 0.400.

The second result is so close to one half because of the pitch chosen. Setting $M=1/2$ gives

$$\frac{2\pi^2\sigma^2}{p^2}=\ln2\quad\Longrightarrow\quad p_{1/2}=\pi\sigma\sqrt{\frac{2}{\ln2}} .$$

For $\sigma=30$ Å this is 160.1 Å (16.01 nm). Half of the contrast is gone when the pitch is still more than five times the standard deviation.

### Limits and sensitivity

For $p\gg\sigma$ the exponential can be expanded, and the loss is

$$1-M\simeq\frac{2\pi^2\sigma^2}{p^2}.$$

At 260 Å this estimate gives 0.263, while the full formula gives a loss of 0.231. The estimate is about 14% too high relative to the full loss. At 160 Å it gives 0.694 instead of 0.500, so the expansion is no longer useful there. In the opposite limit, $p\ll\sigma$, $M$ tends to zero and a uniform exposure at the mean level remains.

The sensitivity to the blur follows from $\ln M=-k^2\sigma^2/2$:

$$\frac{dM}{M}=-k^2\sigma^2\,\frac{d\sigma}{\sigma}.$$

The factor $k^2\sigma^2$ is 0.53 at 260 Å and 1.39 at 160 Å. If $\sigma$ is 10% larger than assumed, $M$ falls by about 5% of its value at the larger pitch and by about 14% at the smaller one. At 160 Å pitch, a change of 0.5 Å in $\sigma$ already shifts $M$ by about 0.01, so the second decimal of the answer is meaningful there only if $\sigma$ is known to about 0.2 Å.

If a second, independent Gaussian spread acts afterwards, such as diffusion of a reaction product with standard deviation $\sigma_d$, the same argument applies to the already blurred cosine. The factors multiply:

$$e^{-k^2\sigma^2/2}\,e^{-k^2\sigma_d^2/2}=e^{-k^2(\sigma^2+\sigma_d^2)/2}.$$

The variances add, not the widths. This holds for linear diffusion; if the diffusing product reacts on the way, as an acid does with a quencher, the second step is no longer a convolution. You therefore need to know whether a quoted blur already includes diffusion.

### What "width" means

The formula needs the standard deviation along one axis, as your exercise states. Two other readings of "30 Å" would change the answer.

Suppose first that it were the rms radius $R$ of an isotropic Gaussian in the plane of the film. Then

$$R^2=\langle x^2\rangle+\langle y^2\rangle=2\sigma^2,$$

so $\sigma=R/\sqrt2=21.2$ Å. The exponent is halved and the retained fraction becomes the square root of the earlier one: 0.877 at 260 Å and 0.707 at 160 Å.

Suppose instead that it were the full width at half maximum, $w$. At $u=w/2$ the Gaussian has half its peak value:

$$e^{-w^2/8\sigma^2}=\frac12\quad\Longrightarrow\quad \sigma=\frac{w}{2\sqrt{2\ln2}} .$$

This gives $\sigma=12.7$ Å, and the retained fractions are 0.954 and 0.882. At the smaller pitch the three readings range from a loss of one half to a loss of about one eighth.

### If the image consists of sharp bars

Now take bright bars of width $p/2$ and intensity 1, centred at $x=0,\pm p,\dots$, with zero intensity between them. The initial contrast is 1 and the mean is $1/2$. The cosine coefficient of harmonic $m\ge1$ is

$$a_m=\frac2p\int_{-p/4}^{p/4}\cos(mkx)\,dx=\frac{4}{pmk}\sin\left(\frac{mkp}{4}\right)=\frac{2}{\pi m}\sin\left(\frac{m\pi}{2}\right).$$

It vanishes for even $m$. For $m=2j+1$ the sine equals $(-1)^j$. Harmonic $m$ has wavenumber $mk$, so the blur multiplies it by $e^{-m^2k^2\sigma^2/2}=M^{m^2}$. The blurred image is

$$B(x)=\frac12+\frac2\pi\sum_{j=0}^{\infty}\frac{(-1)^j}{2j+1}\,M^{(2j+1)^2}\cos[(2j+1)kx].$$

At the centre of a bright bar every cosine is $+1$; at the centre of a dark one, $x=p/2$, every cosine is $-1$. These two values add up to 1, so the contrast between the centres is their difference:

$$K_{\text{bars}}=\frac4\pi\left(M-\frac{M^9}{3}+\frac{M^{25}}{5}-\dots\right).$$

A direct real-space blur of the bars, with the maximum and minimum taken over a full period, was tested against this sum and agrees at both pitches. The contrast is 0.9395 at 260 Å and 0.6353 at 160 Å, larger than $M$ in both cases.

This does not mean that the bars are blurred less. Their first harmonic is still multiplied by $M$, but it starts with an amplitude $4/\pi$ times the mean, which a non-negative pure sinusoid cannot have. At 160 Å the higher harmonics are nearly gone: the first term alone gives $(4/\pi)\times0.4996=0.636$. So the image shape can matter, and the values 0.77 and 0.50 belong to the sinusoid.

For a real EUV aerial image, however, sharp bars at these pitches are only an idealization. A projection lens of numerical aperture $\mathrm{NA}$ passes no intensity harmonic with a period shorter than $\lambda/(2\,\mathrm{NA})$. For $\lambda=135$ Å and $\mathrm{NA}=0.55$ this limit is about 123 Å. An image of 160 Å pitch then contains only the first harmonic, so it is a pure sinusoid and keeps the fraction $M$. At 260 Å a second harmonic, with a period of 130 Å, can also be present, and the retained fraction can then depend on the image shape.

### If the blur is not Gaussian

For any symmetric kernel with a finite fourth moment, expanding the cosine gives

$$J(k)=\langle\cos(ku)\rangle=1-\frac{k^2\sigma^2}{2}+O(k^4).$$

The next term is $+k^4\langle u^4\rangle/24$, so the standard deviation is enough only when $k^2\langle u^4\rangle/(12\sigma^2)\ll1$. How large a pitch this requires depends on the tails of the kernel, not on $\sigma$ alone. At small pitch the standard deviation is not enough. Compare the two-sided exponential

$$E(u)=\frac{1}{2b}\,e^{-|u|/b},$$

which has a sharper peak and longer tails. Its variance is $\frac1b\int_0^\infty u^2e^{-u/b}\,du=2b^2$, so equal variance requires $b=\sigma/\sqrt2$. Its cosine average is

$$\frac1b\int_0^\infty e^{-u/b}\cos(ku)\,du=\mathrm{Re}\,\frac{1}{1-ikb}=\frac{1}{1+k^2b^2}=\frac{1}{1+k^2\sigma^2/2}.$$

With $s=k^2\sigma^2/2$, the Gaussian gives $1/e^{s}$ and the exponential $1/(1+s)$. Since $e^s>1+s$ for $s>0$, the exponential kernel retains more contrast at the same variance. At 260 Å the values are 0.792 and 0.769, a modest difference. At 160 Å they are 0.590 and 0.500. A weak long tail matters even at the larger pitch: a mixture of 98% of a Gaussian of standard deviation 16 Å and 2% of one of 180 Å also has $\sigma=30$ Å, yet it retains 0.91 at 260 Å. A standard deviation taken from a cascade calculation would not by itself settle the contrast; the shape of the distribution is needed too.

### What the lost contrast means for a printed line

Suppose the resist switches sharply where the event density reaches $I_0$. For the sinusoid this happens at $\cos(kx)=0$, with or without blur, so the nominal edge does not move. What changes is its response to a dose error. If the dose is multiplied by $1+\varepsilon$, the edge near $kx=\pi/2$ moves by $\delta x$, where

$$(1+\varepsilon)\,[1-CM\sin(k\,\delta x)]=1 .$$

To first order in $\varepsilon$ and $\delta x$ this reads $\varepsilon-CMk\,\delta x=0$, so

$$\delta x=\frac{\varepsilon}{k\,CM}.$$

For $C=0.80$ and a dose error of 1%, the shift is $0.01/(0.02417\times0.615)=0.67$ Å at 260 Å pitch and $0.01/(0.03927\times0.400)=0.64$ Å at 160 Å pitch. The absolute shifts are nearly equal only because of the two pitches chosen. The shift is inversely proportional to $kM=k\,e^{-k^2\sigma^2/2}$, whose derivative $(1-k^2\sigma^2)\,e^{-k^2\sigma^2/2}$ vanishes at $k\sigma=1$. The product is largest there, and the two pitches lie on either side of this maximum. At still smaller pitches $M$ falls faster than $k$ rises, and the absolute shift grows. Relative to the pitch, however, the shift grows from about 0.26% to 0.40%. In this threshold model, halving the contrast at a given pitch doubles the edge shift for a given small dose error.

This treats the mean event density only. Photon and electron counting noise, a gradual resist response and the development step are outside the model, so a retained contrast of 0.50 does not by itself tell you whether the 160 Å pattern will print. The numerical output below lists the contrasts for both pitches.

## Table of computed values

```
Blur standard deviation sigma: 30.0 angstrom
Initial contrast C: 0.80 (dimensionless)
sigma if the width were a FWHM: 12.74 angstrom
sigma if it were an in-plane rms radius: 21.21 angstrom
--- Pitch: 260.0 angstrom ---
Wavenumber k: 0.02417 1/angstrom
k sigma: 0.7250 (dimensionless)
Exponent k^2 sigma^2 / 2: 0.2628 (dimensionless)
Retained fraction M: 0.7689 (dimensionless)
Blurred maximum / mean: 1.6151 (dimensionless)
Blurred minimum / mean: 0.3849 (dimensionless)
Blurred contrast: 0.6151 (dimensionless)
M if width were in-plane rms radius: 0.8769 (dimensionless)
M if width were a FWHM: 0.9537 (dimensionless)
Bar image, contrast kept: 0.9395 (dimensionless)
Exponential kernel, fraction kept: 0.7919 (dimensionless)
--- Pitch: 160.0 angstrom ---
Wavenumber k: 0.03927 1/angstrom
k sigma: 1.1781 (dimensionless)
Exponent k^2 sigma^2 / 2: 0.6940 (dimensionless)
Retained fraction M: 0.4996 (dimensionless)
Blurred maximum / mean: 1.3997 (dimensionless)
Blurred minimum / mean: 0.6003 (dimensionless)
Blurred contrast: 0.3997 (dimensionless)
M if width were in-plane rms radius: 0.7068 (dimensionless)
M if width were a FWHM: 0.8824 (dimensionless)
Bar image, contrast kept: 0.6353 (dimensionless)
Exponential kernel, fraction kept: 0.5903 (dimensionless)
--- Half-contrast pitch ---
Pitch where M = 1/2: 160.09 angstrom
The same pitch converted: 16.009 nm
```
